**Self-consistent harmonic theory of a classical particle in a quartic double well**

The program treats $V(x)=B(x^2/a^2-1)^2$ with a Gaussian trial density of centre $X$ and variance $\sigma^2$; the reduced symbols are $m=X/a$, $s=\sigma^2/a^2$ and $t=kT/B$. The result under test is that solutions with $X\neq0$ exist only for $0<kT\le 2B/3$, although the exact mean position is zero. The program minimises the trial free energy numerically over the width and asserts that two off-centre stationary points per side are found at $t=0.3$, $0.5$ and $0.66$, and none at $t=0.673$ and $1.5$. It also asserts the derived positions, widths and curvatures, the change of the lowest minimum near $t=0.491$, the exact response to a weak force, and the low-temperature free-energy gap of $kT\ln2$. A quantum version of the theory is tested against the leading shift $-q^2/2$ of the limit, where $q=\hbar/(a\sqrt{MB})$ and $M$ is the mass. For $B=0.060$ eV, $a=0.30$ Å and $M=50$ u, the output shows a classical limit of 464 K, a false transition at 342 K and a quantum limit of 459 K.

## Numerical check

```python
"""Self-consistent harmonic theory of one classical particle in a double well.

Potential: V(x) = B*((x/a)**2 - 1)**2, barrier B, minima at x = +a and -a.
Trial density: Gaussian with centre X and variance sigma**2, both variational.
Result under test: stationary solutions with X != 0 exist only for
0 < kT <= 2B/3, although the exact equilibrium mean is zero.
Reduced symbols: m = X/a, s = sigma**2/a**2, t = kT/B, u = x/a.
Free energies are configurational, in units of B, with a as unit of length.
Quantum parameter: q = hbar/(a*sqrt(M*B)) for a particle of mass M.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

NODES, WEIGHTS = np.polynomial.hermite_e.hermegauss(10)
WEIGHTS = WEIGHTS / np.sqrt(2 * np.pi)


def potential(u):
    return (u**2 - 1)**2


def trial_free_energy(m, s, t):
    """Mean potential by quadrature minus temperature times Gaussian entropy."""
    mean_v = np.dot(WEIGHTS, potential(m + np.sqrt(s) * NODES))
    return mean_v - 0.5 * t * np.log(2 * np.pi * np.e * s)


def relaxed(m, t):
    """Minimise over the width at fixed centre; return free energy and s."""
    res = minimize_scalar(lambda y: trial_free_energy(m, np.exp(y), t),
                          bounds=(-9.0, 1.5), method="bounded",
                          options={"xatol": 1e-10})
    return res.fun, np.exp(res.x)


def off_centre(t, branch):
    """Derived solution: branch +1 is the minimum, -1 the saddle."""
    r = np.sqrt(1 - 1.5 * t)
    return np.sqrt((1 + branch * r) / 2), (1 - branch * r) / 6


def centred_variance(t):
    return (1 + np.sqrt(1 + 3 * t)) / 6


def derived_curvature(s):
    return 16 * (1 - 3 * s) * (1 - 6 * s) / (2 - 3 * s)


def exact_classical(t, force=0.0):
    """Free energy, mean, second moment and right-well mean by integration."""
    u = np.linspace(-4, 4, 16001)
    du = u[1] - u[0]
    w = np.exp(-(potential(u) - force * u) / t)
    z = w.sum() * du
    right = u > 0
    right_mean = np.dot(u[right], w[right]) * du / (z / 2)
    return (-t * np.log(z), np.dot(u, w) * du / z,
            np.dot(u**2, w) * du / z, right_mean)


# Number of off-centre stationary points, from the numerical profile
centres = np.arange(0.01, 1.3, 0.01)
counts = {}
for t in (0.3, 0.5, 0.66, 0.673, 1.5):
    profile = np.array([relaxed(m, t)[0] for m in centres])
    slope_signs = np.sign(np.diff(profile))
    counts[t] = int(np.sum(slope_signs[1:] != slope_signs[:-1]))
    assert counts[t] == (2 if t < 2 / 3 else 0)
    assert profile.min() >= exact_classical(t)[0]

# Positions, widths and curvatures of the solutions
for t in (0.3, 0.5, 0.66):
    for branch in (1, -1):
        m, s = off_centre(t, branch)
        h = 1e-4
        slope = (relaxed(m + h, t)[0] - relaxed(m - h, t)[0]) / (2 * h)
        assert abs(slope) < 1e-5
        assert abs(relaxed(m, t)[1] - s) < 1e-5
        h = 2e-3
        curvature = (relaxed(m + h, t)[0] - 2 * relaxed(m, t)[0]
                     + relaxed(m - h, t)[0]) / h**2
        assert abs(curvature - derived_curvature(s)) < 2e-3
        assert curvature * branch > 0
        spring = np.dot(WEIGHTS, 12 * (m + np.sqrt(s) * NODES)**2 - 4)
        assert spring > 0 and abs(spring - (8 - 24 * s)) < 1e-9
for t in (0.1, 0.5, 1.5):
    s = centred_variance(t)
    h = 2e-3
    curvature = 2 * (relaxed(h, t)[0] - relaxed(0.0, t)[0]) / h**2
    assert abs(relaxed(0.0, t)[1] - s) < 1e-5
    assert abs(curvature - (12 * s - 4)) < 2e-3 and curvature > 0


# False first-order transition between the two SCHA minima
def free_energy_difference(t):
    m, s = off_centre(t, 1)
    return (trial_free_energy(m, s, t)
            - trial_free_energy(0.0, centred_variance(t), t))


t_switch = brentq(free_energy_difference, 0.3, 0.65)
for t, sign in ((t_switch - 0.02, -1), (t_switch + 0.02, 1)):
    lowest_off = min(relaxed(m, t)[0] for m in np.arange(0.75, 1.0, 0.005))
    assert sign * (lowest_off - relaxed(0.0, t)[0]) > 0
m_switch, s_switch = off_centre(t_switch, 1)
energy_jump = (np.dot(WEIGHTS, potential(
    np.sqrt(centred_variance(t_switch)) * NODES))
    - np.dot(WEIGHTS, potential(m_switch + np.sqrt(s_switch) * NODES)))

# Exact response to a weak force, and the low-temperature one-well meaning
force = 1e-4
response = exact_classical(0.5, force)[1]
assert abs(response / (force * exact_classical(0.5)[2] / 0.5) - 1) < 1e-4
t_low = 0.02
m, s = off_centre(t_low, 1)
gap_low = (trial_free_energy(m, s, t_low) - exact_classical(t_low)[0]) / t_low
assert abs(gap_low - np.log(2)) < 0.005   # remainder is of order t
t_cold = 0.005
for mean in (off_centre(t_cold, 1)[0], exact_classical(t_cold)[3]):
    assert abs((1 - mean) / t_cold - 3 / 16) < 0.01   # remainder of order t


# Quantum correction to the limiting temperature
def quantum_temperature(s, q):
    root = np.sqrt(8 - 24 * s)
    return q * root / (2 * np.arctanh(q / (2 * s * root)))


def quantum_limit(q):
    res = minimize_scalar(lambda s: -quantum_temperature(s, q),
                          bounds=(0.1, 0.25), method="bounded",
                          options={"xatol": 1e-10})
    return -res.fun


assert abs(quantum_limit(0.02) - (2 / 3 - 0.02**2 / 2)) < 1e-6
q_test, s_test = 0.12, 0.15
root = np.sqrt(8 - 24 * s_test)
n = np.arange(2000)
boltzmann = np.exp(-n * q_test * root / quantum_temperature(s_test, q_test))
level_sum = q_test / root * np.dot(n + 0.5, boltzmann) / boltzmann.sum()
assert abs(level_sum - s_test) < 1e-10


def quantum_states(well, q, points):
    """Sinc-grid diagonalization; energies in units of B."""
    u = np.linspace(-2.5, 2.5, points)
    du = u[1] - u[0]
    diff = np.arange(points)[:, None] - np.arange(points)[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)
    energy, vec = np.linalg.eigh(q**2 / (2 * du**2) * kinetic
                                 + np.diag(well(u)))
    return energy, (vec**2).T @ u**2


# Worked example with round model parameters
barrier_ev, a_ang, mass_u = 0.060, 0.30, 50.0
k_ev = const.k / const.e
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_ang = const.physical_constants["Bohr radius"][0] * 1e10
mass_au = mass_u * const.atomic_mass / const.m_e
q = 1 / (a_ang / bohr_ang * np.sqrt(mass_au * barrier_ev / hartree_ev))

harmonic = quantum_states(lambda u: 4 * u**2, q, 201)[0][:5]
assert np.allclose(harmonic, q * np.sqrt(8) * (np.arange(5) + 0.5), atol=1e-8)
levels, moments = quantum_states(potential, q, 201)
levels_fine, moments_fine = quantum_states(potential, q, 301)
splitting = levels[1] - levels[0]
assert abs(splitting / (levels_fine[1] - levels_fine[0]) - 1) < 1e-3


def quantum_moment(t, energy, moment):
    weight = np.exp(-(energy - energy[0]) / t)
    return np.dot(weight, moment) / weight.sum()


t_limit = minimize_scalar(lambda s: -s * (8 - 24 * s), bounds=(0.01, 0.33),
                          method="bounded", options={"xatol": 1e-10})
s_limit, t_limit = t_limit.x, -t_limit.fun
assert abs(t_limit - 2 / 3) < 1e-10
moment_quantum = quantum_moment(t_limit, levels, moments)
assert abs(moment_quantum
           - quantum_moment(t_limit, levels_fine, moments_fine)) < 1e-6
moment_classical = exact_classical(t_limit)[2]

print(f"Barrier B = {barrier_ev:.3f} eV")
print(f"Well position a = {a_ang:.2f} angstrom")
print(f"Particle mass M = {mass_u:.0f} u")
for t, count in counts.items():
    print(f"Off-centre solutions per side at kT/B = {t:.3f}: {count}")
print(f"Limit kT/B = {t_limit:.6f}")
print(f"Limit kT = {t_limit * barrier_ev:.4f} eV")
print(f"Limit T = {t_limit * barrier_ev / k_ev:.1f} K")
print(f"Centre at limit = {a_ang * np.sqrt(1 - 3 * s_limit):.4f} angstrom")
print(f"RMS width at limit = {a_ang * np.sqrt(s_limit):.4f} angstrom")
print(f"False transition kT/B = {t_switch:.4f}")
print(f"False transition kT = {t_switch * barrier_ev:.4f} eV")
print(f"False transition T = {t_switch * barrier_ev / k_ev:.1f} K")
print(f"Centre just below it = {a_ang * m_switch:.4f} angstrom")
print(f"Energy jump there = {energy_jump * barrier_ev:.4f} eV")
for temperature in (300, 400, 500):
    t = k_ev * temperature / barrier_ev
    f_exact, _, moment, right_mean = exact_classical(t)
    s_c = centred_variance(t)
    f_c = trial_free_energy(0.0, s_c, t)
    print(f"T = {temperature} K: kT = {t * barrier_ev:.5f} eV, kT/B = {t:.4f}")
    if t < t_limit:
        for name, branch in (("minimum", 1), ("saddle", -1)):
            m, s = off_centre(t, branch)
            f_off = trial_free_energy(m, s, t)
            unit = barrier_ev / a_ang**2
            print(f"  {name}: centre {a_ang * m:.4f},"
                  f" width {a_ang * np.sqrt(s):.4f} angstrom")
            print(f"  {name}: free energy {f_off * barrier_ev:.5f} eV")
            print(f"  {name}: spring {(8 - 24 * s) * unit:.3f}, curvature"
                  f" {derived_curvature(s) * unit:.3f} eV/angstrom^2")
    print(f"  centred: width {a_ang * np.sqrt(s_c):.4f} angstrom,"
          f" free energy {f_c * barrier_ev:.5f} eV")
    print(f"  exact: rms x {a_ang * np.sqrt(moment):.4f} angstrom,"
          f" free energy {f_exact * barrier_ev:.5f} eV")
    print(f"  exact one-well mean = {a_ang * right_mean:.4f} angstrom")
print(f"Low-T gap/kT at kT/B = {t_low}: {gap_low:.4f}; ln 2 = {np.log(2):.4f}")
print(f"Quantum parameter q = {q:.4f}")
print(f"Well quantum = {q * np.sqrt(8) * barrier_ev:.4f} eV")
print(f"Quantum SCHA limit kT/B = {quantum_limit(q):.4f}")
print(f"Quantum SCHA limit T = {quantum_limit(q) * barrier_ev / k_ev:.1f} K")
print(f"Tunnelling splitting = {splitting * barrier_ev:.2e} eV")
print(f"Quantum change of mean x^2 at classical limit T ="
      f" {100 * (moment_quantum / moment_classical - 1):.2f} %")
print("OK")
```

Running it gives:

```
Barrier B = 0.060 eV
Well position a = 0.30 angstrom
Particle mass M = 50 u
Off-centre solutions per side at kT/B = 0.300: 2
Off-centre solutions per side at kT/B = 0.500: 2
Off-centre solutions per side at kT/B = 0.660: 2
Off-centre solutions per side at kT/B = 0.673: 0
Off-centre solutions per side at kT/B = 1.500: 0
Limit kT/B = 0.666667
Limit kT = 0.0400 eV
Limit T = 464.2 K
Centre at limit = 0.2121 angstrom
RMS width at limit = 0.1225 angstrom
False transition kT/B = 0.4913
False transition kT = 0.0295 eV
False transition T = 342.1 K
Centre just below it = 0.2609 angstrom
Energy jump there = 0.0245 eV
T = 300 K: kT = 0.02585 eV, kT/B = 0.4309
  minimum: centre 0.2679, width 0.0780 angstrom
  minimum: free energy 0.01272 eV
  minimum: spring 4.253, curvature 2.814 eV/angstrom^2
  saddle: centre 0.1350, width 0.1547 angstrom
  saddle: free energy 0.01880 eV
  saddle: spring 1.081, curvature -1.069 eV/angstrom^2
  centred: width 0.1942 angstrom, free energy 0.01588 eV
  exact: rms x 0.2789 angstrom, free energy -0.00676 eV
  exact one-well mean = 0.2645 angstrom
T = 400 K: kT = 0.03447 eV, kT/B = 0.5745
  minimum: centre 0.2485, width 0.0971 angstrom
  minimum: free energy 0.01116 eV
  minimum: spring 3.658, curvature 1.614 eV/angstrom^2
  saddle: centre 0.1681, width 0.1434 angstrom
  saddle: free energy 0.01258 eV
  saddle: spring 1.675, curvature -0.948 eV/angstrom^2
  centred: width 0.1994 angstrom, free energy 0.00729 eV
  exact: rms x 0.2754 angstrom, free energy -0.01443 eV
  exact one-well mean = 0.2570 angstrom
T = 500 K: kT = 0.04309 eV, kT/B = 0.7181
  centred: width 0.2041 angstrom, free energy -0.00152 eV
  exact: rms x 0.2738 angstrom, free energy -0.02288 eV
  exact one-well mean = 0.2524 angstrom
Low-T gap/kT at kT/B = 0.02: 0.6951; ln 2 = 0.6931
Quantum parameter q = 0.1244
Well quantum = 0.0211 eV
Quantum SCHA limit kT/B = 0.6589
Quantum SCHA limit T = 458.8 K
Tunnelling splitting = 5.55e-08 eV
Quantum change of mean x^2 at classical limit T = -0.40 %
OK
```
